\section*{Second-order exchange energy of the electron gas: Monte Carlo and closed form}

\section*{Problem}

A uniform, unpolarised gas of $N$ electrons fills a volume $\Omega$ with a neutralising background at zero temperature. In Hartree atomic units the plane waves have energies $k^2/2$ and interact through $v(q)=4\pi/q^2$, with $v(0)=0$. (a) Write the exchange part $\varepsilon$ of the second-order energy per electron as an integral in the thermodynamic limit and estimate it by scaling. (b) Evaluate it by Monte Carlo integration. (c) Find its closed form and compare.

\section*{The integral and a first estimate}

Single excitations of the Fermi sea change the total momentum and do not couple to it, so second-order perturbation theory leaves $E_2=-\frac14\sum|\langle ij|ab\rangle-\langle ij|ba\rangle|^2/\Delta$ over holes $i,j$ and particles $a,b$, with excitation energy $\Delta>0$. The elements are real and the cross term is $+\frac12\sum\langle ij|ab\rangle\langle ij|ba\rangle/\Delta$. The first factor ties the spin of $i$ to that of $a$ and $j$ to $b$, the second ties $i$ to $b$, so all four spins are equal and the spin sum gives 2. With holes $\mathbf k_1,\mathbf k_2$, particles $\mathbf k_3,\mathbf k_4$, $\mathbf q=\mathbf k_3-\mathbf k_1$ and $\mathbf Q=\mathbf k_3-\mathbf k_2$, momentum conservation gives $\mathbf k_4=\mathbf k_3-\mathbf q-\mathbf Q$. The two transfers are $\mathbf q$ and $\mathbf k_4-\mathbf k_1=-\mathbf Q$, and expanding the squares gives
\[
2\Delta=k_3^2+|\mathbf k_3-\mathbf q-\mathbf Q|^2-|\mathbf k_3-\mathbf q|^2-|\mathbf k_3-\mathbf Q|^2=2\,\mathbf q\cdot\mathbf Q .
\]
Three free momenta give $\Omega^3/(2\pi)^9$ against $(4\pi/\Omega)^2$, so the term is proportional to $\Omega$, as a linked diagram must be. In units of $k_F$ the measure carries $k_F^9$ and the kernel $k_F^{-6}$; division by $N=\Omega k_F^3/3\pi^2$ removes the rest:
\begin{equation}
\varepsilon=\frac{3\pi^2\cdot16\pi^2}{(2\pi)^9}I=\frac{3I}{32\pi^5},\qquad
I=\int d^3k_3\,d^3q\,d^3Q\,\frac{n_1n_2(1-n_3)(1-n_4)}{q^2Q^2\,\mathbf q\cdot\mathbf Q},
\label{I}
\end{equation}
with $n_i=1$ for $k_i<1$ and 0 otherwise. The term is positive and does not depend on the density. Since it never joins opposite spins, each spin species contributes the same $\varepsilon$ per electron at any polarisation. It is one diagram and not the second-order energy: the direct term has $q^{-4}$, two hole shells of thickness $\sim q$ and $\Delta\sim q$, hence a divergent $\int dq/q$. The derivation assumes the sharp spherical Fermi surface and bare energies; with Hartree--Fock energies in $\Delta$ the value depends on the density, about $0.019$ Ha at $r_s=1$ and $0.012$ Ha at $r_s=4$.

For $q\gg1$ the Pauli factors equal 1, $\mathbf Q=\mathbf q+\mathbf k_1-\mathbf k_2\approx\mathbf q$, and each hole gives $4\pi/3$. For $q\ll1$ the holes are confined to thin shells. Using the large-$q$ form above a cutoff $q_c$ and nothing below it,
\begin{equation}
\varepsilon_{\rm est}=\frac{3}{32\pi^5}\Big(\frac{4\pi}{3}\Big)^2\int_{q_c}^\infty\frac{4\pi\,dq}{q^4}=\frac{2}{9\pi^2q_c^3}.
\label{est}
\end{equation}
The one scale available is $q_c\sim1$, which gives $2/9\pi^2\approx0.0225$ Ha. The cube makes this an order of magnitude: $q_c=2$ lowers it eightfold.

\section*{Monte Carlo integration}

Put $\mathbf u=(\mathbf q+\mathbf Q)/2$, $\mathbf w=(\mathbf q-\mathbf Q)/2$, $\mathbf s=\mathbf k_3-\mathbf u$. The shift has unit Jacobian; the particles are $\mathbf s\pm\mathbf u$, the holes $\mathbf s\pm\mathbf w$, and $s<1$ because $\mathbf s$ is the midpoint of the holes.

\paragraph{Estimator A.} Rotational invariance gives $d^3q\,d^3Q/(q^2Q^2)=4\pi\,dq\,2\pi\,dQ\,dx$ with $x=\hat{\mathbf q}\cdot\hat{\mathbf Q}$, and $\Delta>0$ restricts $x$ to $(0,1)$. Drawing $\mathbf s$ uniformly in the unit ball, $x$ uniformly, and $q,Q$ from $g(q)=(2/\pi a)/(1+q^2/a^2)$, $I$ is the mean of
\[
\omega=\frac{4\pi}{3}\,\frac{4\pi\cdot2\pi\,\Theta}{qQx\,g(q)g(Q)},
\]
where $\Theta$ is the product of occupation factors. An error bar needs $\langle\omega^2\rangle<\infty$, which power counting supports in the four delicate regions. For generic $q,Q$ and $\Delta\to0$, four momenta lie within $\sim\Delta$ of the surface, with probability $\Delta^4$, against $\omega^2\sim\Delta^{-2}$. For $q\to0$, $\Delta=\alpha+\beta$ is a sum of two particle-hole gaps below $\sim q$, each with density $\alpha/q$ (direction $1/q$, shell thickness $\alpha$), and $\int\alpha\beta\,d\alpha\,d\beta/[q^2(\alpha+\beta)^2]$ is of order one. For $q\sim Q\sim\lambda\to0$, $\omega^2\sim\lambda^{-4}$, while $s$ must lie within $\lambda^2$ of 1 and two cosines within $\lambda$ of 0, leaving $\int\lambda\,d\lambda$. For $q\sim R\to\infty$, $|\mathbf q-\mathbf Q|<2$ has probability $g^2R^{-2}dR$ and $\omega^2\sim R^{-4}g^{-4}$, leaving $\int dR/R^2$. Finite variance implies that the positive integral $I$ converges.

\paragraph{Estimator B.} Here $d^3q\,d^3Q=8\,d^3u\,d^3w$, $\mathbf q\cdot\mathbf Q=u^2-w^2$, $q^2+Q^2=2(u^2+w^2)$, and $1/q^2Q^2=(q^{-2}+Q^{-2})/(q^2+Q^2)$. The map $\mathbf u\to-\mathbf u$ exchanges $|\mathbf u+\mathbf w|$ and $|\mathbf u-\mathbf w|$ and keeps $\Theta$, so the kernel may be replaced by $1/[(u^4-w^4)|\mathbf u-\mathbf w|^2]$. Let $\mu,\nu$ be the cosines of $\mathbf w,\mathbf u$ with $\mathbf s$, and $t=u/w$. The relative azimuth enters through $|\mathbf u-\mathbf w|^2=A_0-B_0\cos\phi$, with $A_0=u^2+w^2-2uw\mu\nu$ and $B_0^2=4u^2w^2(1-\mu^2)(1-\nu^2)$, and
\[
\int_0^{2\pi}\!\frac{d\phi}{A_0-B_0\cos\phi}=\frac{2\pi}{\sqrt{A_0^2-B_0^2}}=\frac{\pi}{uw\sqrt{D_+}},
\]
where $D_\pm=z^2-1+\mu^2+\nu^2\mp2z\mu\nu$ and $z=(t^2+1)/2t$. With $s=\sigma w$ the radial measure is $s^2w^2u^2\,ds\,dw\,du/[uw(u^4-w^4)]=\sigma^2d\sigma\,w^2dw\,t\,dt/(t^4-1)$, and $\Theta=1$ means $w^2(1+\sigma^2+2\sigma|\mu|)<1<w^2(t^2+\sigma^2-2\sigma t|\nu|)$. This range of $w$ is non-empty for $\sigma<\sigma_m=(t^2-1)/2(|\mu|+t|\nu|)$, and integrating $w^2$ over it gives, for $\mu,\nu>0$,
\[
W=\frac13\int_0^{\sigma_m}\!\sigma^2\Big[(1+\sigma^2+2\sigma\mu)^{-3/2}-(t^2+\sigma^2-2\sigma t\nu)^{-3/2}\Big]d\sigma .
\]
Each term is elementary: with $y=\sigma+b$ and $R^2=y^2+h$, differentiation confirms that $(y-b)^2/R^3$ has primitive $\sinh^{-1}(y/\sqrt h)-y/R+2b/R+b^2y/hR$. The constants collect to $8\cdot4\pi\cdot2\pi\cdot\pi=64\pi^3$, and the four sign quadrants of $(\mu,\nu)$ give $D_+$ twice and $D_-$ twice, so
\begin{equation}
\varepsilon=\frac{12}{\pi^2}\int_1^\infty\!\frac{t\,dt}{t^4-1}\int_0^1\!\!d\mu\int_0^1\!\!d\nu\,\big(D_+^{-1/2}+D_-^{-1/2}\big)W .
\label{B}
\end{equation}
Sampling $1/t$, $\mu$, $\nu$ uniformly puts this on the unit cube. The integrand is unbounded at the corner $t=1$, $\mu=\nu=0$: there $W$ is $t-1$ times a bounded function of $\sigma_m$ and $D_\pm\approx(t-1)^2+(\mu\mp\nu)^2$, so it grows as the inverse distance from the corner, whose square is integrable in three dimensions.

\paragraph{Results.} Estimator A with $a=1.5$ and $1.2\times10^7$ samples, a fraction $0.0149$ of which has $\Theta=1$, gives $I=78.56\pm0.21$, so $\varepsilon=3.0635\times10^{-4}\times78.56=0.02407\pm0.00007$ Ha; the error from the scatter of batch means, $0.000066$, matches the per-sample $0.000065$. Estimator B with $2\times10^6$ random points gives $0.024246\pm0.000032$ Ha, and with 16 independent scramblings of 32768 Sobol points $0.024177\pm0.000009$ Ha.

\section*{Exact solution}

Since $I$ converges, removing $q<\eta$, $Q<\eta$, $|x|<\delta$ and sending $\eta\to0$, then $\delta\to0$, recovers it. In the cut domain, now with both signs of $x$, write $(1-n_3)(1-n_4)=1-n_3-n_4+n_3n_4$; each term converges, because $n_1n_2$ forces $|\mathbf q-\mathbf Q|<2$ and the kernel falls as $q^{-6}$. The map $\mathbf Q\to-\mathbf Q$ exchanges $\mathbf u$ and $\mathbf w$, keeps $n_1n_2n_3n_4$ and the cuts, and reverses the kernel, so that term vanishes. The map $(\mathbf q,\mathbf Q)\to-(\mathbf q,\mathbf Q)$ exchanges $n_3$ and $n_4$. Hence $I=T_0-2T_1$, with $n_1n_2$ in $T_0$ and $n_1n_2n_3$ in $T_1$.

\subsection*{The two-hole term}

The $\mathbf s$ integral of $n_1n_2$ is the overlap $V(|\mathbf q-\mathbf Q|)$ of two unit balls, with $V(0)=4\pi/3$ and $V=0$ beyond 2. The measure is $8\pi^2\,dq\,dQ\,dx/(qQx)$. Take $Q=tq$ with $t<1$ (a factor 2), fold $x\to-x$, and set $g_\pm^2=1+t^2\mp2tx$. Rescaling $q$ in each term,
\[
\int_{\eta/t}^\infty\!\frac{dq}{q}\,[V(qg_+)-V(qg_-)]=\int_{\eta g_+/t}^{\eta g_-/t}\!\frac{V(y)}{y}dy\;\to\;V(0)\ln\frac{g_-}{g_+}.
\]
The limit is also an upper bound and is integrable below, so it may be taken inside. With $t=e^{-\tau}$, $2t/(1+t^2)=1/\cosh\tau$ and $\ln(g_-/g_+)=\tanh^{-1}(x/\cosh\tau)$; the series of $\tanh^{-1}$ gives
\[
T_0=16\pi^2V(0)\sum_{m\ge0}\frac{1}{(2m+1)^2}\int_0^\infty\!\frac{d\tau}{\cosh^{2m+1}\tau}.
\]
Setting $1/\cosh\tau=\cos\varphi$, $d\tau=d\varphi/\cos\varphi$, yields the Wallis integral $\frac\pi2b_m$, $b_m=\binom{2m}{m}4^{-m}$. Since $\arcsin y=\sum b_my^{2m+1}/(2m+1)$, the sum $\sum b_m/(2m+1)^2$ equals $\int_0^1\arcsin y\,dy/y=\int_0^{\pi/2}\varphi\cot\varphi\,d\varphi$, which by parts is $L_s=-\int_0^{\pi/2}\ln\sin\varphi\,d\varphi$. Adding the equal cosine integral and using $\sin\varphi\cos\varphi=\frac12\sin2\varphi$ gives $2L_s=\frac\pi2\ln2+L_s$. Thus $T_0=16\pi^2\cdot\frac{4\pi}{3}\cdot\frac{\pi^2}{4}\ln2$, and its share of $\varepsilon$ is $\frac12\ln2$.

\subsection*{The three-hole term}

Fix $\mathbf k=\mathbf k_3$ inside the sphere and reverse both $\mathbf q$ and $\mathbf Q$, which keeps the kernel. Along a direction $\mathbf n$ with cosine $\mu$ to $\mathbf k$ the hole stays inside up to $L$, the positive root of $L^2+2k\mu L-c^2=0$, $c^2=1-k^2$. With $\kappa=k/c$, $L=c(\sqrt{1+\kappa^2\mu^2}-\kappa\mu)=c\,e^{-f(\mu)}$, $f(\mu)=\sinh^{-1}\kappa\mu$. Each radial integral is $\int_\eta^Ldq/q=\ln(c/\eta)-f$, except in a shell of volume $O(\eta)$ whose share, at most of order $\eta\ln^2\eta/\delta$, vanishes. The kernel $1/x$ on $|x|>\delta$ is odd in either direction, so the constants drop and $T_1=\int d^3k\int d\Omega\,d\Omega'f(\mu)f(\nu)\,\mathrm P(1/x)$. Here $x=\alpha+\beta\cos\phi$, $\alpha=\mu\nu$, $\alpha^2-\beta^2=\mu^2+\nu^2-1$. The principal value is the real part of $1/(x+i0)$, whose azimuthal integral $2\pi/\sqrt{(\alpha+i0)^2-\beta^2}$ is imaginary for $|\alpha|<\beta$ and has the sign of $\mu\nu$ otherwise. The four quadrants are then equal, the angles give $(2\pi)^2\cdot4H$, and $T_1=64\pi^3M$:
\begin{equation}
\varepsilon=\frac{\ln2}{2}-\frac{12M}{\pi^2},\quad M=\int_0^1\!k^2H\,dk,\quad H=\iint\frac{f(\mu)f(\nu)\,d\mu\,d\nu}{\sqrt{\mu^2+\nu^2-1}},
\label{split}
\end{equation}
over $\mu^2+\nu^2>1$ in the unit square. At fixed $\mu$ put $y^2=\mu^2+\nu^2-1$, so $d\nu/y=dy/\nu$ with $0<y<\mu$. Symmetry in $\mu,\nu$ and $\partial_\kappa f(\nu)=\nu/\sqrt{1+\kappa^2\nu^2}$ give $dH/d\kappa=2\int_0^1d\mu\,f(\mu)\,Y$ with
\[
Y=\int_0^\mu\!\frac{dy}{\sqrt{1+\kappa^2(1-\mu^2)+\kappa^2y^2}}=\frac1\kappa\tanh^{-1}\frac{\kappa\mu}{\sqrt{1+\kappa^2}}=\frac{\tanh^{-1}k\mu}{\kappa},
\]
using $\sinh^{-1}r=\tanh^{-1}(r/\sqrt{1+r^2})$. From here $x=k\mu$ and $A=\tanh^{-1}x$. As $d\kappa/\kappa=dk/kc^2$, $dH/dk=2S/k^2c^2$ with $S=\int_0^kA\sinh^{-1}(x/c)\,dx$. Integrating $M$ by parts up to $K<1$,
\[
M=\lim_{K\to1}\tfrac13\big[K^3H(K)-2E\big],\qquad E=\int_0^K\frac{k\,dk}{c^2}S .
\]
Both terms grow like $\Lambda^2$, $\Lambda=\ln2\kappa(K)$. In $H$, $f(\mu)\to\Lambda+\ln\mu$ except for $\mu\lesssim1/\kappa$, where the $y$ range is itself below $1/\kappa$; so $H\to h_0\Lambda^2+2h_1\Lambda+h_2$, the $h_j$ being the integral in (\ref{split}) with numerators $1$, $\ln\mu$, $\ln\mu\ln\nu$. In $E$ exchange the order: at fixed $x$, $k\,dk/c^2=dr/r$ for $r=x/c$, from $\sinh A$ to $x/c_K$. With $r=\sinh\eta'$,
\[
\int_0^{\sinh\theta}\!\sinh^{-1}r\,\frac{dr}{r}=\Phi(\theta)=\int_0^\theta\!\eta'\coth\eta'\,d\eta'\to\frac{\theta^2}{2}+\frac{\pi^2}{12},
\]
because $\coth\theta-1=2\sum_ne^{-2n\theta}$ and $\int_0^\infty\theta e^{-2n\theta}d\theta=1/4n^2$. The upper limit has $\theta\to\Lambda+\ln x$. In the $h_j$, $y=\sqrt{1-\mu^2}\sinh\eta'$ gives $dy/\nu=d\eta'$ on $(0,A(\mu))$ and $\nu=\cosh\eta'/\cosh A$, so $h_0=\int_0^1A\,dx$ and $h_1=\int_0^1A\ln x\,dx$. The same integrals appear in $E\to\frac12h_0\Lambda^2+h_1\Lambda+\frac12g_2+\frac{\pi^2}{12}h_0-P$, with $g_2=\int_0^1A\ln^2x\,dx$ and $P=\int_0^1A\,\Phi(A)\,dx$. All $\Lambda$ terms cancel:
\begin{equation}
M=\tfrac13\big[h_2-g_2-\tfrac{\pi^2}{6}h_0+2P\big].
\label{M}
\end{equation}

\subsection*{The constants}

Write $\zeta=\zeta(3)$; sums over odd $n$ of $n^{-3}$ give $\frac78\zeta$. Use $A=\sum_{m\ \rm even}x^{m-1}/(m-1)$, $\int_0^1x^{m-1}\ln^jx\,dx=(-1)^jj!/m^{j+1}$ and $1/[(m-1)m^{j+1}]=1/[(m-1)m^j]-1/m^{j+1}$. Over even $m\ge2$, $\sum1/[(m-1)m]=\ln2$, $\sum m^{-2}=\pi^2/24$, $\sum m^{-3}=\zeta/8$, so
\[
h_0=\ln2,\quad h_1=\frac{\pi^2}{24}-\ln2,\quad g_2=2\ln2-\frac{\pi^2}{12}-\frac\zeta4 .
\]
For $h_2=\int_0^1dx\ln x\int_0^A\ln(\cosh\eta'/\cosh A)\,d\eta'$ the inner integral has $x$ derivative $-Ax/(1-x^2)$, and the primitive $x\ln x-x+1$ vanishes at 1. By parts, with $x^2/(1-x^2)=1/(1-x^2)-1$ and $x/(1+x)=1-1/(1+x)$,
\[
h_2=\int_0^1\!\frac{(x\ln x-x+1)xA}{1-x^2}dx=a_1-h_1+h_0-a_2 .
\]
Here $a_1=\int A\ln x\,dx/(1-x^2)=\int_0^\infty\theta\ln\tanh\theta\,d\theta=-\frac7{16}\zeta$, from $\ln\tanh\theta=-2\sum_{\rm odd}e^{-2n\theta}/n$. With $y=e^{-2A}=(1-x)/(1+x)$, $|dx|/(1+x)=|dy|/(1+y)$ and $a_2=\int A\,dx/(1+x)=-\frac12\int_0^1\ln y\,dy/(1+y)=\pi^2/24$. So $h_2=2\ln2-\pi^2/12-\frac7{16}\zeta$ and $h_2-g_2=-\frac3{16}\zeta$.

For $P$, the primitive of $A$ that vanishes at $x=\tanh\theta=1$ is $\theta\tanh\theta-\ln(2\cosh\theta)$, and $\ln(2\cosh\theta)=\theta+\ln(1+y)$ with $y=e^{-2\theta}$. By parts,
\[
P=\int_0^\infty\!\theta^2(\coth\theta-1)\,d\theta-\frac14\int_0^1\!\ln y\ln(1+y)\Big[\frac1y+\frac{2}{1-y}\Big]dy,
\]
using $\theta\,d\theta\to-\ln y\,dy/4y$ and $\coth\theta=(1+y)/(1-y)$. The first integral is $2\sum1/4n^3=\zeta/2$, the $1/y$ part is $-\sum(-1)^{n+1}n^{-3}=-\frac34\zeta$, so $P=\frac{11}{16}\zeta-\frac12J$ with $J=\int_0^1\ln y\ln(1+y)\,dy/(1-y)$. Put $y=(1-x)/(1+x)$ and $\ell_\pm=\ln(1\pm x)$; then $1+y=2/(1+x)$, $|dy|/(1-y)=dx/x(1+x)$, and
\[
J=\int_0^1(\ell_--\ell_+)(\ln2-\ell_+)\Big[\frac1x-\frac1{1+x}\Big]dx .
\]
Denote $\langle F\rangle=\int_0^1F\,dx/x$. Then $\langle\ell_+-\ell_-\rangle=2\sum_{\rm odd}n^{-2}=\pi^2/4$; $\langle\ell_-^2\rangle=\int\ln^2x\,dx/(1-x)=2\zeta$; $\langle(\ell_++\ell_-)^2\rangle=\zeta$, half the former, by taking $x^2$ as variable; and $\langle(\ell_+-\ell_-)^2\rangle=8\int\theta^2d\theta/\sinh2\theta=16\sum_{\rm odd}1/4n^3=\frac72\zeta$. The difference of the last two gives $\langle\ell_+\ell_-\rangle=-\frac58\zeta$ and their sum $\langle\ell_+^2\rangle=\frac94\zeta-2\zeta=\frac14\zeta$. The $1/(1+x)$ part maps back to $\int\ln y\ln(1+y)\,dy/(1+y)=-\frac12\langle\ell_+^2\rangle=-\frac18\zeta$ by parts. Hence $J=-\frac{\pi^2}4\ln2+(\frac58+\frac14+\frac18)\zeta$, $P=\frac3{16}\zeta+\frac{\pi^2}8\ln2$, and (\ref{M}) gives $M=\frac13[\frac3{16}\zeta+\frac{\pi^2}{12}\ln2]$. In (\ref{split}), $12M/\pi^2=\frac13\ln2+3\zeta/4\pi^2$, which leaves
\begin{equation}
\varepsilon=\frac{\ln2}{6}-\frac{3\zeta(3)}{4\pi^2}=0.11552453-0.09134537=0.02417916\ \text{Ha},
\end{equation}
or $0.04836$ Ry, $0.658$ eV, with $I=78.93$.

\section*{Comparison}

The estimate $0.0225$ Ha lies 7\% below the closed form ($0.0225/0.02418=0.93$). The sign follows from the positive integrand in (\ref{I}), and scaling fixed the independence of density and the order of magnitude; the closeness rests on the choice $q_c=1$, which nothing in the estimate determines, and on a cancellation: the neglected region $q<1$ carries about $0.007$ Ha, while on $1<q<2$ the large-$q$ form gives $0.020$ Ha against a true $0.013$ Ha.

In their own standard errors, A lies $1.74$ below the closed form, B $2.11$ above it and the Sobol mean $0.29$ below it. A and B differ by $0.000180$ Ha, which is $2.5$ times their combined error $\sqrt{0.000065^2+0.000032^2}=0.000072$ Ha, a wide gap though inside the four standard errors that the check allows. The Sobol points sample the same integrand (\ref{B}) as B with an error about four times smaller, $0.04\%$ of $\varepsilon$, and show no such excess, which points to a fluctuation in B. The sampled integrands are positive, whereas (\ref{split}) obtains $\varepsilon$ as $0.346574-0.322394$ Ha from terms over ten times larger; two-dimensional quadrature of $M$ gives $0.024179159$ Ha through it, the closed form to the nine decimals printed.

Two checks concern (\ref{I}) itself. For nine plane waves with wavevectors $(n_x+0.4,\,n_y+0.1,\,0)$, $n_x,n_y\in\{-1,0,1\}$, in a box of volume $(2\pi)^3$ with two electrons per spin, the second-order energy is $d+e$ for one spin species and $4d+2e$ for two, where $d$ and $e$ are the direct and exchange momentum sums (terms with $\mathbf k_1=\mathbf k_2$ cancel in $d+e$, as $\mathbf q=\mathbf Q$). The coefficients of the squared coupling from diagonalisation in this basis give $2e=4(-0.0012832)+0.0269487=0.021816$ Ha, and the diagram sum gives $0.021815$ Ha, which tests sign, spin factor and denominator. The momentum sum for closed shells in a periodic cube, cut at $q\approx4k_F$, gives $0.02418$ Ha for $N=246$ and $0.02411$ Ha for $N=1030$. The omitted tail, $0.0225/64\approx0.0004$ Ha by (\ref{est}), exceeds both deviations, so this agreement involves a cancellation against finite-size error, and smaller closed shells cut in the same way scatter by about 10\% ($0.0265$, $0.0213$ and $0.0229$ Ha for $N=114$, 162 and 186); the larger sum is tested to 25\% of $\varepsilon$, enough to exclude a stray factor 2. The program also tests by quadrature the azimuthal integral and $W$ (at three points), $T_0$, $H$, the large-$\Lambda$ forms, and the constants $h_0$, $h_1$, $g_2$, $h_2$, $P$, $J$ and $\pi^2/12$; $a_1$, $a_2$ and the averages $\langle F\rangle$ are checked only through $h_2$ and $J$.

\section*{Computed results}
\begin{verbatim}
ED lambda^2 coefficient polarised -1.283244e-03 Ha, unpolarised -2.694867e-02 Ha
exchange from ED 2.181570e-02 Ha, from diagram sum 2.181521e-02 Ha
lattice sum N = 246: 0.02418 Ha per electron
lattice sum N = 1030: 0.02411 Ha per electron
prefactor 3/(32 pi^5) = 3.063528e-04
MC A: samples 12000000, Cauchy scale 1.5 k_F, acceptance 0.0149
MC A: I = 78.56 +- 0.21
MC A: eps = 0.024066 +- 0.000065 Ha (batch error 0.000066 Ha), -1.74 sigma
W(t=2, mu=0.05, nu=0.02): formula 0.18806430, quadrature 0.18806430
MC B: samples 2000000, eps = 0.024246 +- 0.000032 Ha, +2.11 sigma
Sobol 16 x 32768: eps = 0.0241767 +- 0.0000085 Ha, -0.29 sigma
int arcsin(y)/y = 1.088793045; T0 term quadrature 0.346574 Ha, ln2/2 = 0.346574 Ha
H(kap=1.3): sphere PV 0.440247816, square 0.440247816, derivative 0.440247816
M: 3D quadrature 0.265158792, 2D quadrature 0.2651587916, closed 0.2651587916
h0: quadrature 0.693147181, closed 0.693147181
h1: quadrature -0.281913664, closed -0.281913664
g2: quadrature 0.263313102, closed 0.263313102
h2: quadrature 0.037927433, closed 0.037927433
P: quadrature 1.080521727, closed 1.080521727
J: quadrature -0.508215213, closed -0.508215213
Phi_const: quadrature 0.822467033, closed 0.822467033
kap = 1e+04, Lambda = 9.903488: H 62.437299, asymptote 62.437298
E 30.820911, asymptote 30.820911, (H-2E)/3 = 0.265159
12 M/pi^2 = 0.322394431 Ha; ln2/2 - 12 M/pi^2 = 0.024179159 Ha
zeta(3) = 1.202056903; ln2/6 = 0.115524530 Ha; 3 zeta(3)/(4 pi^2) = 0.091345371 Ha
closed form I = 78.9259
closed form eps = 0.024179159 Ha = 0.0483583 Ry = 0.65795 eV
\end{verbatim}
